\section*{The Butler-Volmer equation from potential-dependent barriers, with its limits, part 1}

(Sections cited here and not found follow in the second part.)

\section{From free-energy curves to rate constants}

\subsection{What has to be decided}

Suppose that the barrier of an electrode reaction has been calculated at one potential, and that the current is wanted at a potential $0.1\,\mathrm{V}$ higher. The energy of a mole of electrons in the metal has changed by $9.65\,\mathrm{kJ/mol}$, which is $3.89$ times $RT$ at $298.15\,\mathrm{K}$. One must decide how much of this change to put into the barrier. If all of it went into the reduction barrier, the reduction rate would fall by a factor $e^{3.89}\approx 49$. If a fraction $0.398$ went there, the factor would be $e^{0.398\times3.89}\approx 4.7$. The remaining part must then appear in the barrier of the reverse reaction, or the calculated current will in general vanish at the wrong potential.

The reaction treated here is a single elementary step that transfers one electron,
\begin{equation}
\mathrm{O}+e^-\rightleftharpoons \mathrm{R}.
\end{equation}
The electrode potential is $E$, and $F$ is the Faraday constant. Since an electron has negative charge, raising $E$ by $dE$ changes the free energy of a mole of electrons in the metal by $-F\,dE$. All free energies below are molar, and
\begin{equation}
f=\frac{F}{RT}.
\end{equation}
At $298.15\,\mathrm{K}$, $1/f=25.69\,\mathrm{mV}$.

\subsection{Assumptions and theorem}

The following assumptions are used.

\begin{enumerate}
\item The states $\mathrm{O}+e^-$ and R each have a free-energy curve along a common reaction coordinate $x$. The reaction passes through the point where the curves cross.
\item The electron is exchanged at the Fermi level of the metal. The whole change of $E$ acts between the metal and the reaction site, so that it shifts the curve of $\mathrm{O}+e^-$ by $-F\,dE$ and leaves that of R unchanged.
\item Transition-state theory holds, with one prefactor $A$ for both directions, independent of $E$.
\item The concentrations $c_{\mathrm O}$ and $c_{\mathrm R}$ at the surface equal those in the bulk.
\item The barriers are linear in $E$ over the range considered.
\end{enumerate}

The formal potential $E^{\circ\prime}$ is the potential at which the two states have equal free energy at equal concentrations. Constant activity coefficients are included in it. Anodic current, in which R is oxidized, is counted as positive.

\emph{Theorem.} Under assumptions 1 to 4 the current vanishes at one potential, the one given by the Nernst equation,
\begin{equation}
E_{\mathrm{eq}}=E^{\circ\prime}+\frac{RT}{F}\ln\frac{c_{\mathrm O}}{c_{\mathrm R}}.
\label{eq:nernst}
\end{equation}
If assumption 5 also holds, the current density at the overpotential $\eta=E-E_{\mathrm{eq}}$ is
\begin{equation}
j=j_0\left[e^{(1-\alpha)f\eta}-e^{-\alpha f\eta}\right],
\qquad
j_0=Fk_0\,c_{\mathrm O}^{\,1-\alpha}c_{\mathrm R}^{\,\alpha},
\label{eq:bv}
\end{equation}
where the transfer coefficient $\alpha$ is fixed by the slopes of the curves at their crossing, and $k_0$ is the common value of the two rate constants at $E^{\circ\prime}$.

The division of the assumptions matters. The Nernst equation does not need a constant $\alpha$, whereas the Butler-Volmer equation \eqref{eq:bv} does. The proof first obtains the rate constants and then, in the second half, the current.

\subsection{The curves and the free energies of the states}

A definite pair of curves makes each step explicit. Let
\begin{align}
U_{\mathrm O}(x,E)&=K_{\mathrm O}x^2-F(E-E^{\circ\prime}),\label{eq:uo}\\
U_{\mathrm R}(x)&=K_{\mathrm R}(1-x)^2+d.\label{eq:ur}
\end{align}
The coordinate is dimensionless. It is $0$ at the most stable arrangement of O and its surroundings, and $1$ at that of R. The constants $K_{\mathrm O}$ and $K_{\mathrm R}$ measure the stiffness of the two arrangements.

The offset $d$ is not free. A state is a whole well, not the single point at its floor, and a wide well holds more thermally accessible arrangements than a narrow one. Its free energy is
\begin{equation}
G=-RT\ln\int e^{-U(x)/RT}\,dx .
\end{equation}
For a parabola with its floor at zero, the Gaussian integral is $\sqrt{\pi RT/K}$, and the free energy is
\begin{equation}
w=-RT\ln\sqrt{\frac{\pi RT}{K}}=\frac{RT}{2}\ln\frac{K}{\pi RT}.
\label{eq:well}
\end{equation}
Extending the integral over the whole parabola is harmless when the crossing lies many $RT$ above the floor. A constant added to $U$ is added to $G$, so
\begin{equation}
G_{\mathrm O}=w_{\mathrm O}-F(E-E^{\circ\prime}),\qquad
G_{\mathrm R}=w_{\mathrm R}+d .
\end{equation}
The definition of $E^{\circ\prime}$ requires $G_{\mathrm O}=G_{\mathrm R}$ at $E=E^{\circ\prime}$. Hence
\begin{equation}
d=w_{\mathrm O}-w_{\mathrm R}=\frac{RT}{2}\ln\frac{K_{\mathrm O}}{K_{\mathrm R}},
\end{equation}
and at any potential
\begin{equation}
G_{\mathrm R}-G_{\mathrm O}=F(E-E^{\circ\prime}).
\label{eq:drive}
\end{equation}
Above the formal potential R lies higher than $\mathrm{O}+e^-$, and oxidation is downhill at equal concentrations.

\subsection{Lemma 1: the ratio of the rate constants}

\emph{Statement.} Under assumptions 1 to 3,
\begin{equation}
\frac{k_{\mathrm{ox}}}{k_{\mathrm{red}}}=e^{f(E-E^{\circ\prime})},
\label{eq:ratio}
\end{equation}
whatever the height of the crossing.

\emph{Proof.} Let $x^\ddagger$ be the crossing and $G^\ddagger$ the common value of the two curves there. Among systems in the well of O, the probability density of finding $x=x^\ddagger$ is
\begin{equation}
p(x^\ddagger)=\frac{e^{-G^\ddagger/RT}}{\int e^{-U_{\mathrm O}/RT}dx}
=e^{-(G^\ddagger-G_{\mathrm O})/RT},
\end{equation}
because the integral in the denominator is $e^{-G_{\mathrm O}/RT}$. The number of passages per unit time is this density times the mean one-way speed along $x$. Multiplying by the probability that a passage transfers the electron, and by the thickness of the layer of solution from which transfer takes place, gives a rate constant in metres per second. These three factors form $A$, so that
\begin{equation}
k_{\mathrm{red}}=A\,e^{-(G^\ddagger-G_{\mathrm O})/RT}.
\label{eq:kred}
\end{equation}
The reverse passage goes through the same point. Thermal velocities in the two directions are equally probable, so the mean one-way speed is the same. With the same transfer probability and layer, as assumption 3 states,
\begin{equation}
k_{\mathrm{ox}}=A\,e^{-(G^\ddagger-G_{\mathrm R})/RT}.
\label{eq:kox}
\end{equation}
On division, $A$ and $G^\ddagger$ cancel and $e^{(G_{\mathrm R}-G_{\mathrm O})/RT}$ remains. Equation \eqref{eq:drive} turns this into \eqref{eq:ratio}. $\square$

\emph{Remark.} Electronic coupling between the two states rounds off the crossing and lowers its top. The lowering of the top enters both barriers and cancels from the ratio of the rate constants. The coupling also lowers the two wells, by smaller amounts that are of second order in the coupling and in general unequal. Equal shifts cancel from the ratio. Unequal shifts displace the potential at which the two states have equal free energy, that is, $E^{\circ\prime}$ itself. Relative to the displaced $E^{\circ\prime}$, \eqref{eq:ratio} is altered only in so far as the difference of the shifts varies with $E$. The curves used here omit the coupling.

\subsection{Lemma 2: how the potential divides between the barriers}

Let the magnitudes of the slopes at the crossing be
\begin{equation}
s_{\mathrm O}=2K_{\mathrm O}x^\ddagger,\qquad
s_{\mathrm R}=2K_{\mathrm R}(1-x^\ddagger).
\end{equation}

\emph{Statement.} Raising $E$ by $dE$ raises the reduction barrier by $\alpha F\,dE$ and lowers the oxidation barrier by $(1-\alpha)F\,dE$, with
\begin{equation}
\alpha=\frac{s_{\mathrm O}}{s_{\mathrm O}+s_{\mathrm R}}.
\label{eq:alpha}
\end{equation}

\emph{Proof.} The crossing satisfies
\begin{equation}
K_{\mathrm O}(x^\ddagger)^2-F(E-E^{\circ\prime})
=K_{\mathrm R}(1-x^\ddagger)^2+d .
\label{eq:cross}
\end{equation}
The difference of the two curves rises steadily with $x$ between the minima, since its derivative there is $2K_{\mathrm O}x+2K_{\mathrm R}(1-x)>0$. There is therefore at most one crossing between them, and there is one as long as neither floor has risen above the other curve. Differentiating \eqref{eq:cross} gives
\begin{equation}
s_{\mathrm O}\,dx^\ddagger-F\,dE=-s_{\mathrm R}\,dx^\ddagger ,
\end{equation}
where the minus sign on the right arises because the curve of R falls towards its minimum at $x=1$. Collecting terms,
\begin{equation}
\frac{dx^\ddagger}{dE}=\frac{F}{s_{\mathrm O}+s_{\mathrm R}} .
\label{eq:dx}
\end{equation}
Lowering the curve of O moves the crossing away from O and towards R.

The barriers follow by taking $G^\ddagger$ from the curve on which each reaction starts:
\begin{align}
G^\ddagger-G_{\mathrm O}&=K_{\mathrm O}(x^\ddagger)^2-w_{\mathrm O},\\
G^\ddagger-G_{\mathrm R}&=K_{\mathrm R}(1-x^\ddagger)^2-w_{\mathrm R}.
\end{align}
In the first line the shift $-F(E-E^{\circ\prime})$ occurs in both terms and cancels; in the second the offset $d$ does. The potential now acts only through $x^\ddagger$, and \eqref{eq:dx} gives
\begin{align}
\frac{d(G^\ddagger-G_{\mathrm O})}{dE}
&=s_{\mathrm O}\frac{dx^\ddagger}{dE}=\alpha F,\\
\frac{d(G^\ddagger-G_{\mathrm R})}{dE}
&=-s_{\mathrm R}\frac{dx^\ddagger}{dE}=-(1-\alpha)F .
\end{align}
$\square$

The transfer coefficient is thus a ratio of slopes. If the curve of O is the flatter one at the crossing, $\alpha$ is below one half, and the oxidation barrier takes the larger part of the change. Each event still transfers one whole electron, and on uncoupled curves no state of fractional charge occurs. If a constant coupling mixes the two states, with weights $p_{\mathrm O}+p_{\mathrm R}=1$ in the lower curve, the slope of that curve is $p_{\mathrm O}s_{\mathrm O}-p_{\mathrm R}s_{\mathrm R}$. It vanishes at the top, where $p_{\mathrm R}=s_{\mathrm O}/(s_{\mathrm O}+s_{\mathrm R})$. For weak coupling $\alpha$ is therefore also the weight of R in the transition state. The argument used the curves near the crossing through their slopes alone, so it holds for other smooth curves that cross in the same way.

\subsection{Lemma 3: rate constants with a constant transfer coefficient}

At $E^{\circ\prime}$ the states have equal free energy, and the barriers are equal. Call their common value $B_0$, and define
\begin{equation}
k_0=A\,e^{-B_0/RT}.
\label{eq:k0}
\end{equation}
From here on $\alpha$ without an argument denotes the value of \eqref{eq:alpha} at $E^{\circ\prime}$. By Lemma 2, to first order in $E-E^{\circ\prime}$ the reduction barrier is $B_0+\alpha F(E-E^{\circ\prime})$ and the oxidation barrier is $B_0-(1-\alpha)F(E-E^{\circ\prime})$. Insertion into \eqref{eq:kred} and \eqref{eq:kox} gives
\begin{align}
k_{\mathrm{red}}&=k_0e^{-\alpha f(E-E^{\circ\prime})},\label{eq:lred}\\
k_{\mathrm{ox}}&=k_0e^{(1-\alpha)f(E-E^{\circ\prime})}.\label{eq:lox}
\end{align}
Their ratio is still \eqref{eq:ratio}, because $\alpha+(1-\alpha)=1$. Two independently chosen coefficients with another sum would violate Lemma 1.

For straight curves the slopes do not change as the crossing moves, and \eqref{eq:lred} and \eqref{eq:lox} need no approximation. For parabolas $\alpha$ drifts. To find the drift, differentiate \eqref{eq:alpha}, using $ds_{\mathrm O}/dx^\ddagger=2K_{\mathrm O}$ and $ds_{\mathrm R}/dx^\ddagger=-2K_{\mathrm R}$:
\begin{equation}
\frac{d\alpha}{dx^\ddagger}
=\frac{2K_{\mathrm O}s_{\mathrm R}+2K_{\mathrm R}s_{\mathrm O}}
{(s_{\mathrm O}+s_{\mathrm R})^2}.
\end{equation}
Multiplication by $dx^\ddagger/d(FE)=1/(s_{\mathrm O}+s_{\mathrm R})$ gives
\begin{equation}
\alpha'=\frac{d\alpha}{d(FE)}
=\frac{2(K_{\mathrm O}s_{\mathrm R}+K_{\mathrm R}s_{\mathrm O})}
{(s_{\mathrm O}+s_{\mathrm R})^3}>0 .
\label{eq:alphap}
\end{equation}
The first term omitted from the reduction barrier is therefore
\begin{equation}
q=\tfrac12\alpha'\left[F(E-E^{\circ\prime})\right]^2 ,
\label{eq:q}
\end{equation}
with $\alpha'$ taken at $E^{\circ\prime}$. The oxidation barrier contains the same term, since by \eqref{eq:drive} the difference of the barriers is strictly linear in $E$. As $q$ is positive, the linearized laws overestimate both rate constants at this order, by the common factor $e^{q/RT}$. The sign is a property of curves that are convex at the crossing. In general $2K_{\mathrm O}$ and $2K_{\mathrm R}$ in the numerator of \eqref{eq:alphap} are replaced by the second derivatives of the curves there. Curves that are concave at the crossing, as Morse curves are far from their minima, give $\alpha'<0$ and an underestimate.

\subsection{A model couple: the barriers}

The example has round parameters and does not represent a named substance: $K_{\mathrm O}=160$ and $K_{\mathrm R}=360\,\mathrm{kJ/mol}$, $A=10\,\mathrm{m/s}$, $E^{\circ\prime}=0.300\,\mathrm{V}$ and $T=298.15\,\mathrm{K}$, with $RT=2.479\,\mathrm{kJ/mol}$. Equation \eqref{eq:well} gives $w_{\mathrm O}=3.746$ and $w_{\mathrm R}=4.752\,\mathrm{kJ/mol}$. The offset is $d=-1.005\,\mathrm{kJ/mol}$: the narrower well of R must have a slightly lower floor for the states to be level.

At $E^{\circ\prime}$, \eqref{eq:cross} becomes
\begin{equation}
200(x^\ddagger)^2-720x^\ddagger+358.995=0 ,
\end{equation}
whose root between $0$ and $1$ is $x^\ddagger=0.5979$. The slopes are $s_{\mathrm O}=191.3$ and $s_{\mathrm R}=289.5\,\mathrm{kJ/mol}$, hence
\begin{equation}
\alpha=\frac{191.3}{191.3+289.5}=0.398 .
\end{equation}
The crossing lies at $57.20\,\mathrm{kJ/mol}$, and the barrier is $B_0=57.20-3.75=53.45\,\mathrm{kJ/mol}$. Then
\begin{equation}
k_0=(10\,\mathrm{m/s})\,e^{-53.453/2.479}=4.32\times10^{-9}\,\mathrm{m/s}.
\end{equation}
Finite differences of the numerically computed rate constants give the same $\alpha$ and $1-\alpha$.

The drift is $\alpha'=0.00207\,\mathrm{mol/kJ}$. At $0.1\,\mathrm{V}$ from $E^{\circ\prime}$, \eqref{eq:q} gives $q=\tfrac12(0.00207)(9.65)^2\approx0.096\,\mathrm{kJ/mol}$, or $0.039\,RT$. The linearized rate constants are then about $4\%$ too large, relative to those from the full curves. At leading order the error in the exponent grows as the square of the distance from $E^{\circ\prime}$.

\section{From rate constants to the current and its limits}

The ratio of the two rate constants is now fixed by the potential, whatever the height of the crossing, and the slopes there determine how a change of potential divides between the barriers. It remains to combine the rate constants with the concentrations, prove the Nernst and Butler-Volmer equations, and examine their limits.
